\section*{The f-sum rule in the uncoupled Hartree-Fock response, part 1}

(Sections cited here and not found follow in the second part.)

\section{What dimensions and symmetry allow}

The dipole oscillator strengths of an atom add up to a pure number. In an independent-particle model with one-particle Hamiltonian $F$, each strength is, up to a numerical factor, $m/\hbar^2$ times an excitation energy times a squared matrix element of the coordinate $z$, so any term of $F$ can contribute at most a quantity of the form $(m/\hbar^2)\times\text{energy}\times\text{length}^2$. The kinetic energy $p^2/2m$ contains no scale of the atom, and its contribution is a number per electron. An interaction term of size $e^2/(4\pi\epsilon_0\ell)$, combined with the square of the same length $\ell$, gives
\begin{equation}
\frac{m}{\hbar^2}\,\ell^2\,\frac{e^2}{4\pi\epsilon_0\ell}=\frac{\ell}{a_0},
\end{equation}
with $a_0$ the Bohr radius. Dimensions therefore permit a sum $N+c\,\ell/a_0$, and in a light atom $\ell/a_0$ is of order one.

A symmetry decides which terms of $F$ can supply $c$. Multiplying every orbital by $e^{i\kappa z}$ gives all electrons the same extra momentum. The expectation value of a local potential $v(\mathbf r)$ depends on $|\varphi|^2$ alone and does not change. The kinetic energy rises by $\hbar^2\kappa^2/2m$ per electron. An operator with a two-point kernel $A(\mathbf r,\mathbf r')$ sees the phase difference $e^{-i\kappa(z-z')}$, whose second-order term is $-\kappa^2(z-z')^2/2$. The strength sum is the curvature in $\kappa$ of the expectation value of a fixed $F$ (Eq.~\eqref{eq:curv}), so only nonlocal terms add to $N$, and they enter through $(z-z')^2$, which is independent of the origin. For the exchange kernel, which carries $1/|\mathbf r-\mathbf r'|$, and for a spherical atom, where $(z-z')^2$ averages to $|\mathbf r-\mathbf r'|^2/3$, the length $\ell$ must be a mean of $|\mathbf r-\mathbf r'|$ over the range of that kernel. The sign and the weight of that mean remain to be found.

\section{The belief}

The independent-particle density response $\chi_0$ is the input of the random-phase approximation (RPA). The belief is that $\chi_0$, built from canonical Hartree-Fock (HF) orbitals and eigenvalues in a complete basis, obeys the f-sum rule, so that its dipole strengths add to the electron number $N$.

Four true facts lend it support. First, the exact rule holds for interacting electrons. With $Z=\sum_k z_k$ and the many-electron Hamiltonian $H$, the Coulomb repulsion and the nuclear attraction are functions of the coordinates and commute with $Z$, so $[Z,[H,Z]]$ comes from the kinetic energy alone and equals $N$ in atomic units; this is the Thomas-Reiche-Kuhn rule. Second, the HF orbitals are the complete orthonormal eigenfunctions of one Hermitian operator, which seems to be all that the one-particle proof uses. Third, one version of the sum, with one dipole and one momentum matrix element and no eigenvalues, does equal $N$ for HF orbitals. Fourth, in helium the occupied HF orbital solves an equation with a local potential, so that nonlocality seems absent there altogether. The belief fails nevertheless, and it fails in helium by 45 per cent of $N$.

\section{The uncoupled response and its first moment}

Atomic units are used in all algebra. The system is a nonrelativistic closed shell without magnetic field, with $N/2$ doubly occupied real spatial orbitals $\varphi_i$ that lie below all virtual orbitals $\varphi_a$ in energy. Sums over $a$ include the continuum, and the basis is complete until stated otherwise. With $r_{12}=|\mathbf r-\mathbf r'|$, the density matrix per spin, the density and the Fock operator are
\begin{align}
\gamma(\mathbf r,\mathbf r')&=\sum_i\varphi_i(\mathbf r)\varphi_i^*(\mathbf r'),\qquad n(\mathbf r)=2\gamma(\mathbf r,\mathbf r),\\
F&=h+2J-K,\qquad h=T+v,\qquad T=-\tfrac12\nabla^2,\\
J(\mathbf r)&=\int\frac{\gamma(\mathbf r',\mathbf r')}{r_{12}}\,d^3r',\qquad (Kg)(\mathbf r)=\int\frac{\gamma(\mathbf r,\mathbf r')}{r_{12}}\,g(\mathbf r')\,d^3r' .
\end{align}
The canonical orbitals obey $F\varphi_p=\varepsilon_p\varphi_p$ for occupied and virtual $p$ alike. The operators $v$ and $J$ multiply by a function; $K$ has the kernel $K(\mathbf r,\mathbf r')=\gamma(\mathbf r,\mathbf r')/r_{12}$.

The uncoupled response is the response of orbitals that move under a frozen $F$. A perturbation $\eta(t)f(\mathbf r)$ is applied, with $f$ a real function, and each occupied orbital is written as $e^{-i\varepsilon_it}\big[\varphi_i+\sum_p(u_{pi}+iw_{pi})\varphi_p\big]$ with real $u$ and $w$ of first order in $\eta$. Projection of $i\partial_t\varphi=(F+\eta f)\varphi$ on $\varphi_p$ gives $i\dot u_{pi}-\dot w_{pi}=\Delta_{pi}(u_{pi}+iw_{pi})+\eta f_{pi}$, where $\Delta_{pi}=\varepsilon_p-\varepsilon_i$ and $f_{pi}=\langle p|f|i\rangle$ is real. The imaginary and real parts are
\begin{equation}
\dot u_{pi}=\Delta_{pi}w_{pi},\qquad -\dot w_{pi}=\Delta_{pi}u_{pi}+\eta f_{pi}.
\label{eq:uw}
\end{equation}
Differentiating the first and inserting the second gives $\ddot u_{pi}=-\Delta_{pi}^2u_{pi}-\eta\,\Delta_{pi}f_{pi}$. For $\eta\propto\cos\omega t$ the driven solution is $u_{pi}=-\eta\,\Delta_{pi}f_{pi}/(\Delta_{pi}^2-\omega^2)$. The first-order change of $|\varphi_i|^2$ is $2\varphi_i\sum_pu_{pi}\varphi_p$, and each orbital holds two electrons, so
\begin{equation}
\delta\langle f\rangle=4\sum_i\sum_p u_{pi}f_{pi}=-4\eta\sum_i\sum_p\frac{\Delta_{pi}f_{pi}^2}{\Delta_{pi}^2-\omega^2}.
\end{equation}
The terms in which $p=j$ is occupied cancel in pairs, because exchanging $i$ and $j$ reverses the sign of $\Delta_{ji}$ and leaves $f_{ji}^2$ and $\Delta_{ji}^2$ unchanged. With $\alpha_0=-\delta\langle f\rangle/\eta$,
\begin{equation}
\alpha_0(\omega)=\sum_{ia}\frac{s_{ai}}{\Delta_{ai}^2-\omega^2},\qquad s_{ai}=4\Delta_{ai}f_{ai}^2 .
\label{eq:alpha0}
\end{equation}
The same steps applied to the density give
\begin{equation}
\chi_0(\mathbf r,\mathbf r';\omega)=-4\sum_{ia}\frac{\Delta_{ai}}{\Delta_{ai}^2-\omega^2}\,\varphi_i(\mathbf r)\varphi_a(\mathbf r)\,\varphi_i(\mathbf r')\varphi_a(\mathbf r'),
\end{equation}
and $\alpha_0=-\iint f(\mathbf r)\chi_0 f(\mathbf r')$. For $f=z$ the perturbation $\mathcal E z$ is the energy of an electron of charge $-1$ in a field $\mathcal E$ along $z$, the induced dipole is $-\delta\langle z\rangle$, $\alpha_0$ is the polarizability and the $s_{ai}$ are the oscillator strengths. They are written $s$ here because the letter $f$ is taken.

The total strength $S_f=\sum_{ia}s_{ai}$ appears in two ways. For $\omega>0$ and an infinitesimal positive imaginary part of $\omega$, the imaginary part of $1/(\Delta^2-\omega^2)=\frac1{2\Delta}\big[\frac1{\Delta-\omega}+\frac1{\Delta+\omega}\big]$ is $\pi\delta(\omega-\Delta)/2\Delta$, so $S_f=(2/\pi)\int_0^\infty\omega\,\mathrm{Im}\,\alpha_0\,d\omega$ is the first frequency moment of the absorption. On the imaginary axis,
\begin{equation}
\omega^2\alpha_0(i\omega)=\sum_{ia}s_{ai}\frac{\omega^2}{\Delta_{ai}^2+\omega^2}=S_f-\sum_{ia}\frac{s_{ai}\Delta_{ai}^2}{\Delta_{ai}^2+\omega^2}.
\label{eq:hf}
\end{equation}
All $s_{ai}$ are non-negative, so $\omega^2\alpha_0(i\omega)$ rises monotonically toward $S_f$ and never exceeds it. For $f=z$ the total strength is written $S$.

\section{The double commutator}

The antisymmetry just used allows the occupied-occupied terms to be put back, which extends the sum over $a$ to all $p$. Closure, $\sum_p|p\rangle\langle p|=1$, together with $\sum_p\varepsilon_p|p\rangle\langle p|=F$, then gives
\begin{equation}
S_f=4\sum_i\sum_p(\varepsilon_p-\varepsilon_i)\langle i|f|p\rangle\langle p|f|i\rangle=4\sum_i\langle f\varphi_i|F-\varepsilon_i|f\varphi_i\rangle .
\label{eq:closure}
\end{equation}
This requires only that $f\varphi_i$ have finite norm and finite energy, which holds for polynomial $f$ and exponentially decaying orbitals. The double commutator expands as $[f,[F,f]]=2fFf-f^2F-Ff^2$. In the state $\varphi_i$ the last two terms each give $-\varepsilon_i\langle i|f^2|i\rangle$, because $F$ acts on $\varphi_i$ to the right in one and to the left in the other. Comparison with Eq.~\eqref{eq:closure} yields
\begin{equation}
S_f=2\sum_i\langle i|[f,[F,f]]|i\rangle .
\label{eq:dc}
\end{equation}
The second-order term of $e^{-i\kappa f}Fe^{i\kappa f}$ is $\kappa^2\big(fFf-\tfrac12f^2F-\tfrac12Ff^2\big)=\tfrac12\kappa^2[f,[F,f]]$, so
\begin{equation}
S_f=\frac{d^2}{d\kappa^2}\;2\sum_i\langle e^{i\kappa f}\varphi_i|F|e^{i\kappa f}\varphi_i\rangle\Big|_{\kappa=0},
\label{eq:curv}
\end{equation}
with $F$ held fixed. This is the curvature invoked in the symmetry argument.

The terms of $F$ are taken one at a time. The functions $v$ and $J$ commute with $f$ and drop out. For the kinetic energy, $\nabla^2(fg)=g\nabla^2f+2\nabla f\cdot\nabla g+f\nabla^2g$ gives
\begin{equation}
[T,f]=-\tfrac12(\nabla^2f)-\nabla f\cdot\nabla .
\label{eq:Tf}
\end{equation}
The first term commutes with $f$. For the second, $[f,-\nabla f\cdot\nabla]g=-f\nabla f\cdot\nabla g+\nabla f\cdot\nabla(fg)=|\nabla f|^2g$. Hence $[f,[T,f]]=|\nabla f|^2$, and the kinetic contribution to Eq.~\eqref{eq:dc} is $2\sum_i\int\varphi_i^2|\nabla f|^2=\int n|\nabla f|^2$. For $f=z$ this is $N$. If $F$ held nothing else than $T$ and local potentials, the proof of the f-sum rule would be finished. The proof therefore uses more than completeness: it uses the locality of the potential.

For an operator with kernel $A(\mathbf r,\mathbf r')$, multiplication by $f$ on the left attaches $f(\mathbf r)\equiv f$ and on the right $f(\mathbf r')\equiv f'$. The kernel of $[f,[A,f]]=2fAf-f^2A-Af^2$ is
\begin{equation}
(2ff'-f^2-f'^2)\,A(\mathbf r,\mathbf r')=-(f-f')^2A(\mathbf r,\mathbf r').
\label{eq:kernel}
\end{equation}
The Fock operator contains $A=-K$, so the two minus signs combine to a plus. The contribution to Eq.~\eqref{eq:dc} is $2\sum_i\iint\varphi_i(\mathbf r)(f-f')^2K(\mathbf r,\mathbf r')\varphi_i(\mathbf r')$, and the sum over $i$ supplies a second factor $\gamma$:
\begin{equation}
S_f=\int n|\nabla f|^2\,d^3r+2\iint\gamma(\mathbf r,\mathbf r')^2\,\frac{[f(\mathbf r)-f(\mathbf r')]^2}{r_{12}}\,d^3r\,d^3r' .
\label{eq:main}
\end{equation}
The integrand of the exchange term is non-negative and vanishes only if $f$ takes the same value at all pairs of points that $\gamma$ connects. For $f=z$ the uncoupled HF sum is strictly larger than $N$.

In a spherical closed-shell atom $\gamma$ is unchanged when both arguments are rotated together. The integrals with $(x-x')^2$, $(y-y')^2$ and $(z-z')^2$ are then equal, and their sum contains $r_{12}^2/r_{12}=r_{12}$. Each is a third of the sum:
\begin{equation}
S=N+\tfrac23L,\qquad L=\iint\gamma(\mathbf r,\mathbf r')^2\,r_{12}\,d^3r\,d^3r' .
\label{eq:SL}
\end{equation}
For a molecule the same expression gives the average over the three directions. The weight has a direct meaning. Orthonormality of the orbitals gives $\int\gamma(\mathbf r,\mathbf r')^2d^3r'=\gamma(\mathbf r,\mathbf r)=n(\mathbf r)/2$, so $2\gamma^2/n(\mathbf r)$ is a normalized distribution in $\mathbf r'$; it is the exchange hole of an electron at $\mathbf r$, with the sign reversed. The mean distance between an electron and its hole, averaged over the density, is $\ell_x=N^{-1}\iint 2\gamma^2r_{12}=2L/N$, and
\begin{equation}
\frac SN=1+\frac{\ell_x}{3},
\label{eq:hole}
\end{equation}
with $\ell_x$ in bohr. This is the form that dimensions allowed, with the constant fixed at one third per electron.

\section{Helium}

With one orbital, $\gamma=\varphi(\mathbf r)\varphi(\mathbf r')$ and $L=\iint\varphi(\mathbf r)^2\varphi(\mathbf r')^2r_{12}$. The HF spatial wave function is the product $\varphi(\mathbf r)\varphi(\mathbf r')$, so $L$ is the mean interelectronic distance $\langle r_{12}\rangle$ in that state, and
\begin{equation}
S_{\rm He}=2+\tfrac23\langle r_{12}\rangle .
\label{eq:He}
\end{equation}
When only s orbitals are occupied, $\gamma$ depends on the two radii alone and the angle between $\mathbf r$ and $\mathbf r'$ can be averaged in closed form. With $\mu$ the cosine of that angle, $r_{12}^2=r^2+r'^2-2rr'\mu$ gives $r_{12}\,dr_{12}=-rr'd\mu$, and $r_{12}$ runs between $r_>-r_<$ and $r_>+r_<$, where $r_>$ and $r_<$ are the larger and the smaller radius. Then
\begin{align}
\tfrac12\int_{-1}^{1}r_{12}\,d\mu&=\frac{(r_>+r_<)^3-(r_>-r_<)^3}{6rr'}=\frac{6r_>^2r_<+2r_<^3}{6r_>r_<}=r_>+\frac{r_<^2}{3r_>},\\
\tfrac12\int_{-1}^{1}\frac{d\mu}{r_{12}}&=\frac{(r_>+r_<)-(r_>-r_<)}{2rr'}=\frac1{r_>}.
\end{align}
The right side of Eq.~\eqref{eq:He} thus needs only a double radial quadrature of the occupied orbital, while the left side is a sum over virtual states obtained by diagonalizing $F$. The numerical check computes the two sides by these separate routes.

The calculation is restricted HF in an uncontracted even-tempered Gaussian basis of 20 s and 20 p shells, with exponents $0.03\cdot2^k$ bohr$^{-2}$ shared by s and p. Sharing matters: $z$ times an s Gaussian is a $p_z$ Gaussian of the same exponent, so $z\varphi$ lies exactly in the basis and the closure step \eqref{eq:closure} is exact. The basis error that remains sits in the step to Eq.~\eqref{eq:dc}, which needs $F\varphi=\varepsilon\varphi$ in the direction of $z^2\varphi$. The total energy is $-77.87$ eV and the orbital energy $-24.98$ eV. The quadrature gives $\langle r_{12}\rangle=0.72081$ \AA, which is $1.36212$ bohr, so
\begin{equation}
S_{\rm He}=2+\tfrac23\times1.36212=2+0.90808=2.90808 .
\end{equation}
The sum over states gives $2.90808$; the program asserts agreement to $10^{-4}$. The ratio $S/N$ is $1.4540$, an excess of 45 per cent relative to $N$. Five decimals are quoted to display the identity within the HF model; they say nothing about the real atom, whose exact sum is 2.

The excess shows in the response at finite frequency. A linear solve that uses no virtual eigenvectors gives $\omega^2\alpha_0(i\omega)=2.13453$, $2.88731$ and $2.90781$ at $\hbar\omega=100$, $1000$ and $10\,000$ eV. By Eq.~\eqref{eq:hf}, a response that obeyed the sum rule would stay below 2 at every $\omega$; this one is above 2 already at 100 eV. The last value is tested against Eq.~\eqref{eq:He} to $10^{-3}$. The deficits from $2.90808$ at the two highest frequencies are $0.02077$ and $0.00027$, a fall by a factor of about 76 and not 100. Equation~\eqref{eq:hf} accounts for the direction: $\omega^2$ times the deficit is $\sum s\Delta^2\,\omega^2/(\Delta^2+\omega^2)$, which grows with $\omega$, so a tenfold rise in $\omega$ lowers the deficit by less than a hundredfold.

The dipole strengths of the uncoupled Hartree-Fock response add to more than $N$ because exchange is nonlocal, and in helium the computed excess is 45 per cent of $N$. It remains to trace this excess to the virtual spectrum, to compare other forms of the sum and coupled theories, and to examine beryllium and the range of the result.
